# Shielding of the helium-3 nucleus from Lamb's formula: a numerical check

```python
"""
Nuclear shielding of the free 3He atom.
Result under test: sigma = (alpha^2/3) * <a0/r1 + a0/r2>, the fraction by which
the electrons weaken a uniform magnetic field at the nucleus (nonrelativistic
electrons, fixed point nucleus, singlet S ground state).
Symbols: alpha fine-structure constant, a0 Bohr radius, Z nuclear charge,
s = r1 + r2, t = r1 - r2, u = r12 (distances in a0, energies in hartree).
The corrected shielding 59.967 ppm and the mean 1.6883 are given inputs;
the mean is also computed here from a correlated variational wave function.
"""
from functools import lru_cache
import numpy as np
import sympy as sp
import mpmath as mp
from scipy import constants as const
from pyscf import gto, scf

mp.mp.dps = 40
alpha = const.fine_structure
a0 = const.physical_constants["Bohr radius"][0]
mass_ratio = const.physical_constants["electron-helion mass ratio"][0]
Z = 2
given_mean = 1.6883
given_corrected = 59.967


def lamb_ppm(mean_per_electron):
    return 1e6 * alpha**2 / 3 * 2 * mean_per_electron


# ---- Correlated variational calculation of <1/r> ----
ZETA = mp.mpf("1.9")
# Polynomial weights, keys are the powers of (s, t, u)
W_NORM = {(2, 0, 1): 1, (0, 2, 1): -1}
W_SU = {(1, 0, 2): 1, (1, 2, 0): -1}
W_TU = {(2, 1, 0): 1, (0, 1, 2): -1}
W_ATTRACT = {(1, 0, 1): 4}                  # 1/r1 + 1/r2
W_REPEL = {(2, 0, 0): 1, (0, 2, 0): -1}     # 1/r12


@lru_cache(maxsize=None)
def basic_integral(a, b, c):
    """Integral of s^a t^b u^c exp(-2 zeta s) over 0 < t < u < s."""
    k = a + b + c + 2
    return mp.factorial(k) / (2 * ZETA)**(k + 1) / ((b + 1) * (b + c + 2))


def integrate(weight, p, q):
    total = mp.mpf(0)
    for (a, b, c), w in weight.items():
        for (d, e, f), x in p.items():
            for (g, h, i), y in q.items():
                total += w * x * y * basic_integral(a+d+g, b+e+h, c+f+i)
    return total


def derivatives(powers):
    l, m, n = powers
    ds = {(l, m, n): -ZETA}
    if l:
        ds[(l - 1, m, n)] = l
    dt = {(l, m - 1, n): m} if m else {}
    du = {(l, m, n - 1): n} if n else {}
    return ds, dt, du


def two_electron_state(order, repulsion, shift):
    """Lowest state; returns energy, <1/r> per electron, <T>, <V>."""
    basis = [(l, m, n) for l in range(order + 1)
             for m in range(0, order + 1 - l, 2)
             for n in range(order + 1 - l - m)]
    size = len(basis)
    S, T, A, R = (mp.matrix(size, size) for _ in range(4))
    for i in range(size):
        p = {basis[i]: 1}
        ps, pt, pu = derivatives(basis[i])
        for j in range(i + 1):
            q = {basis[j]: 1}
            qs, qt, qu = derivatives(basis[j])
            kinetic = (integrate(W_NORM, ps, qs) + integrate(W_NORM, pt, qt)
                       + integrate(W_NORM, pu, qu)
                       + integrate(W_SU, ps, qu) + integrate(W_SU, pu, qs)
                       + integrate(W_TU, pt, qu) + integrate(W_TU, pu, qt))
            S[i, j] = S[j, i] = integrate(W_NORM, p, q)
            T[i, j] = T[j, i] = kinetic
            A[i, j] = A[j, i] = integrate(W_ATTRACT, p, q)
            R[i, j] = R[j, i] = integrate(W_REPEL, p, q)
    V = repulsion * R - Z * A
    shifted = T + V - mp.mpf(shift) * S
    x = mp.matrix(size, 1)
    x[0] = 1
    for _ in range(9):
        x = mp.lu_solve(shifted, S * x)
        x = x / mp.sqrt((x.T * S * x)[0])

    def mean(M):
        return float((x.T * M * x)[0])
    return mean(T) + mean(V), mean(A) / 2, mean(T), mean(V), size


# Without repulsion each electron is hydrogen-like: E = -Z^2, <1/r> = Z
free_energy, free_mean, _, _, _ = two_electron_state(4, 0, "-4.05")
assert abs(free_energy + Z**2) < 1e-6
assert abs(free_mean - Z) < 1e-4

small_energy, small_mean, _, _, small_size = two_electron_state(5, 1, "-2.95")
energy, mean_r, kin, pot, full_size = two_electron_state(6, 1, "-2.95")
assert energy <= small_energy + 1e-12
assert abs(mean_r - small_mean) < 3e-5
assert abs(2 * kin + pot) < 1e-4            # virial theorem
assert abs(mean_r - given_mean) < 5e-5      # given value is right as rounded

# ---- Hartree-Fock comparison in a large set of s-type Gaussians ----
shells = [[0, [0.08 * 2.3**k, 1.0]] for k in range(16)]
atom = gto.M(atom="He 0 0 0", basis={"He": shells}, verbose=0)
hf = scf.RHF(atom)
hf.conv_tol = 1e-11
hf_energy = hf.kernel()
assert hf.converged
with atom.with_rinv_origin((0.0, 0.0, 0.0)):
    inverse_r = atom.intor("int1e_rinv")
hf_mean = float(np.einsum("ij,ji->", hf.make_rdm1(), inverse_r)) / 2
assert hf_energy > energy
assert abs(hf_mean - mean_r) < 3e-3

# ---- Lamb's formula against a direct sum over current rings, SI units ----
exponents = (2.18, 1.19)                    # one electron in each exponential
xr, wr = np.polynomial.legendre.leggauss(200)
xt, wt = np.polynomial.legendre.leggauss(40)
r_max = 25 * a0
r = 0.5 * r_max * (xr + 1)[:, None]
wr = 0.5 * r_max * wr[:, None]
theta = 0.5 * np.pi * (xt + 1)[None, :]
wt = 0.5 * np.pi * wt[None, :]
density = sum((z / a0)**3 / np.pi * np.exp(-2 * z * r / a0) for z in exponents)
ring_radius = r * np.sin(theta)
applied = 1.0                               # tesla
current = -const.e**2 / (2 * const.m_e) * density * applied * ring_radius
ring_field = const.mu_0 * current * ring_radius**2 / (2 * r**3)
induced = np.sum(ring_field * r * wr * wt)
ring_sigma = -1e6 * induced / applied
formula_sigma = lamb_ppm(sum(exponents) / 2)
assert abs(ring_sigma / formula_sigma - 1) < 1e-6

# ---- Total L and total S annihilate the singlet S state ----
x1, y1, z1, x2, y2, z2 = sp.symbols("x1 y1 z1 x2 y2 z2", real=True)
r1 = sp.sqrt(x1**2 + y1**2 + z1**2)
r2 = sp.sqrt(x2**2 + y2**2 + z2**2)
r12 = sp.sqrt((x1 - x2)**2 + (y1 - y2)**2 + (z1 - z2)**2)
psi = sp.exp(-(r1 + r2)) * (1 + r12 / 3 + (r1 - r2)**2 / 5)
point = {x1: 0.3, y1: -0.5, z1: 0.7, x2: -0.4, y2: 0.2, z2: 0.6}
for (a, b), (c, d) in [((x1, y1), (x2, y2)), ((y1, z1), (y2, z2)),
                       ((z1, x1), (z2, x2))]:
    first = float((a * psi.diff(b) - b * psi.diff(a)).subs(point))
    second = float((c * psi.diff(d) - d * psi.diff(c)).subs(point))
    assert abs(first + second) < 1e-12
    assert abs(first) > 1e-4                # one electron alone does not vanish
pauli = [np.array([[0, 1], [1, 0]]), np.array([[0, -1j], [1j, 0]]),
         np.array([[1, 0], [0, -1]])]
singlet = np.array([0, 1, -1, 0]) / np.sqrt(2)
for s_matrix in pauli:
    one = np.kron(s_matrix, np.eye(2)) / 2
    two = np.kron(np.eye(2), s_matrix) / 2
    assert np.linalg.norm((one + two) @ singlet) < 1e-12
    assert np.linalg.norm(one @ singlet) > 0.1

# ---- Constants and comparison with the given corrected value ----
length_ratio = const.mu_0 * const.e**2 / (4 * np.pi * const.m_e * a0)
assert abs(length_ratio / alpha**2 - 1) < 1e-8
sigma = lamb_ppm(given_mean)
sigma_computed = lamb_ppm(mean_r)
assert round(sigma, 2) == 59.94
difference = given_corrected - sigma
relative = difference / sigma
relativity_size = (Z * alpha)**2
assert difference > 0
assert 1 < relative / relativity_size < 5

print("INPUTS")
print(f"fine-structure constant alpha: {alpha:.9f}")
print(f"alpha squared: {alpha**2:.6e}")
print(f"given mean a0/r per electron: {given_mean:.4f}")
print(f"given corrected shielding: {given_corrected:.3f} ppm")
print("LAMB'S FORMULA")
print(f"sum of a0/r over both electrons: {2 * given_mean:.4f}")
print(f"alpha squared / 3: {1e6 * alpha**2 / 3:.5f} ppm")
print(f"shielding, three decimals: {sigma:.3f} ppm")
print(f"shielding, two decimals: {sigma:.2f} ppm")
print(f"shift for 0.00005 in the mean: {lamb_ppm(5e-5):.4f} ppm")
print("COMPARISON")
print(f"corrected minus Lamb: {difference:.3f} ppm")
print(f"same, relative to Lamb: {relative:.2e}")
print(f"(Z alpha)^2: {relativity_size:.2e}")
print(f"electron/helion mass ratio: {mass_ratio:.2e}")
print(f"(Z alpha)^2 times shielding: {relativity_size * sigma:.3f} ppm")
print(f"mass ratio times shielding: {mass_ratio * sigma:.3f} ppm")
print(f"relative difference / (Z alpha)^2: {relative / relativity_size:.1f}")
print("CHECK OF THE MEAN, CORRELATED WAVE FUNCTION")
print(f"basis functions, smaller and larger: {small_size}, {full_size}")
print(f"energy, larger basis: {energy:.5f} hartree")
print(f"mean a0/r, smaller basis: {small_mean:.5f}")
print(f"mean a0/r, larger basis: {mean_r:.5f}")
print(f"shielding from larger basis: {sigma_computed:.3f} ppm")
print(f"virial sum 2<T>+<V>: {2 * kin + pot:.1e} hartree")
print(f"no repulsion, mean a0/r: {free_mean:.4f}")
print("HARTREE-FOCK")
print(f"energy: {hf_energy:.5f} hartree")
print(f"mean a0/r: {hf_mean:.5f}")
print(f"shielding: {lamb_ppm(hf_mean):.3f} ppm")
print(f"correlated minus HF: {sigma_computed - lamb_ppm(hf_mean):.3f} ppm")
print("CURRENT-RING TEST, EXPONENTS 2.18 AND 1.19 PER a0")
print(f"shielding from rings: {ring_sigma:.4f} ppm")
print(f"shielding from formula: {formula_sigma:.4f} ppm")
print("checks complete")
```

Printed output:

```
INPUTS
fine-structure constant alpha: 0.007297353
alpha squared: 5.325135e-05
given mean a0/r per electron: 1.6883
given corrected shielding: 59.967 ppm
LAMB'S FORMULA
sum of a0/r over both electrons: 3.3766
alpha squared / 3: 17.75045 ppm
shielding, three decimals: 59.936 ppm
shielding, two decimals: 59.94 ppm
shift for 0.00005 in the mean: 0.0018 ppm
COMPARISON
corrected minus Lamb: 0.031 ppm
same, relative to Lamb: 5.14e-04
(Z alpha)^2: 2.13e-04
electron/helion mass ratio: 1.82e-04
(Z alpha)^2 times shielding: 0.013 ppm
mass ratio times shielding: 0.011 ppm
relative difference / (Z alpha)^2: 2.4
CHECK OF THE MEAN, CORRELATED WAVE FUNCTION
basis functions, smaller and larger: 34, 50
energy, larger basis: -2.90372 hartree
mean a0/r, smaller basis: 1.68831
mean a0/r, larger basis: 1.68831
shielding from larger basis: 59.937 ppm
virial sum 2<T>+<V>: -1.6e-05 hartree
no repulsion, mean a0/r: 2.0000
HARTREE-FOCK
energy: -2.86168 hartree
mean a0/r: 1.68728
shielding: 59.900 ppm
correlated minus HF: 0.037 ppm
CURRENT-RING TEST, EXPONENTS 2.18 AND 1.19 PER a0
shielding from rings: 59.8190 ppm
shielding from formula: 59.8190 ppm
checks complete
```
